# Specific Contact Resistivity from Mode Transmission: Tunnelling and Thermionic Limits

## The result

The specific contact resistivity $\rho_c$ is the inverse slope of current density against voltage at zero bias. For coherent transport between two equilibrium reservoirs its inverse, the conductance per area, is proportional to a thermal average of the number of transmitted transverse modes per area. In Hartree atomic units ($\hbar=e=m_e=1$),

$$
\frac1{\rho_c}=\frac1\pi\int dE\left(-\frac{\partial f}{\partial E}\right)
\int\frac{d^2k}{(2\pi)^2}\,T(E,\mathbf k). \tag{1}
$$

Here $\mathbf k$ is the wave vector parallel to the interface, $T$ the transmission probability and $f(E)=[e^{(E-\mu)/kT}+1]^{-1}$. In the product $kT$, $k$ is Boltzmann's constant and $T$ the temperature. The factor $1/\pi$ is $2e^2/h$, with spin included.

If the semiconductor has one isotropic parabolic valley of mass $m$, and $T$ depends only on the energy $W$ of motion normal to the interface, then

$$
\frac1{\rho_c}=\frac{m}{2\pi^2}\int_0^\infty dW\,T(W)f(W). \tag{2}
$$

Both limits follow from (2). At low temperature $f$ becomes a step at the Fermi level $\mu$, and for $\mu>0$

$$
\frac1{\rho_c}\to\frac{m}{2\pi^2}\int_0^\mu T(W)\,dW. \tag{3}
$$

For a thick barrier whose top lies $\phi\gg kT$ above the Fermi level, with unit transmission above the top, $T$ becomes a step and

$$
\rho_c\to\frac{2\pi^2}{m\,kT}\,e^{\phi/kT}. \tag{4}
$$

## From the current to the Fermi window

Measure $E$ from the conduction-band edge in the semiconductor bulk. A forward bias $V$ puts the metal Fermi level at $\mu-V$. One mode of one spin carries current $v\,dk_x/2\pi=dE/2\pi$, because $v=dE/dk_x$. Two spins give $dE/\pi$. The magnitude of the net current density is therefore

$$
J(V)=\frac1\pi\int dE\,M(E;V)\,[f(E)-f(E+V)],
$$

$$
M(E;V)=\int\frac{d^2k}{(2\pi)^2}T(E,\mathbf k;V).
$$

The bias also changes the barrier, so $M$ depends on $V$. Differentiation gives two terms:

$$
\frac{dJ}{dV}=\frac1\pi\int dE\left\{\frac{\partial M}{\partial V}[f(E)-f(E+V)]-M f'(E+V)\right\}.
$$

At $V=0$ the first bracket vanishes. The second term is (1). The zero-bias barrier therefore suffices for $\rho_c$, though not for the curvature of $J(V)$. A finite difference of the current, with a barrier top that moves with bias, agrees with this result within the test tolerance of 0.1%.

## Summing the transverse modes

Assume that transverse momentum is conserved and that $T$ depends only on $W=E-k^2/2m$. The first assumption needs a smooth interface. The second is a model assumption, since a different transverse mass in the metal would generally introduce further dependence on $k$.

In polar coordinates $d^2k=2\pi k\,dk$. At fixed $E$, $dW=-k\,dk/m$, and $W$ runs from $E$ at $k=0$ down to zero, where the bulk wave ceases to propagate. Thus

$$
M(E)=\frac1{2\pi}\int k\,dk\,T=\frac m{2\pi}\int_0^E T(W)\,dW.
$$

Insert this in (1). The integration region is $0<W<E$, so for fixed $W$ the energy runs from $W$ to infinity:

$$
\frac1{\rho_c}=\frac m{2\pi^2}\int_0^\infty dW\,T(W)\int_W^\infty dE\,(-f'(E)).
$$

The inner integral is $f(W)-f(\infty)=f(W)$, which proves (2). The Fermi function in (2) already contains the sum over all total energies that share the same normal energy. Explicit counting of the discrete modes of a large square contact agrees with (2) within 0.2% for the heaviest and lightest dopings considered below.

Since $T\le1$, the resistivity has a floor even for a transparent contact. At zero temperature it is

$$
\rho_{\rm floor}=\frac{2\pi^2}{m\mu}.
$$

It reflects the finite number of bulk modes, not a barrier.

## The depletion barrier

To evaluate $T$, take $N$ fully ionized donors per volume, relative permittivity $\varepsilon$, and a depletion layer $0<x<w$ with no free carriers. The electron potential energy satisfies $U''=4\pi N/\varepsilon$. It is flat and zero at the edge of the bulk, so $U(w)=U'(w)=0$. Integrating twice,

$$
U(x)=\frac{2\pi N}{\varepsilon}(w-x)^2,\qquad B\equiv U(0)=\phi+\mu .
$$

The top $B$ is measured from the bulk band edge, whereas $\phi$ is measured from the Fermi level. For a nondegenerate semiconductor $\mu$ is negative and $B<\phi$.

In the WKB approximation $T=e^{-G}$ below the top, and the model sets $T=1$ above it. With $s=w-x$ and $a=\sqrt{2\pi N/\varepsilon}$,

$$
G(W)=2\sqrt{2m}\int_{\sqrt W/a}^{w}\sqrt{a^2s^2-W}\,ds.
$$

Substitute $s=(\sqrt W/a)\cosh\theta$. The square root becomes $\sqrt W\sinh\theta$ and $ds=(\sqrt W/a)\sinh\theta\,d\theta$. The upper limit, where $a^2s^2=B$, is $\theta_B=\operatorname{arccosh}\sqrt{B/W}$. Since $\int_0^{\theta_B}\sinh^2\theta\,d\theta=\frac12(\sinh\theta_B\cosh\theta_B-\theta_B)$,

$$
G=\frac{\sqrt{2m}}aW(\sinh\theta_B\cosh\theta_B-\theta_B).
$$

Define the tunnelling energy

$$
E_{00}=\frac12\sqrt{\frac{4\pi N}{m\varepsilon}}=\sqrt{\frac{\pi N}{m\varepsilon}}=\frac a{\sqrt{2m}}.
$$

Also $W\sinh\theta_B\cosh\theta_B=\sqrt{B(B-W)}$. Hence

$$
G(W)=\frac{\sqrt{B(B-W)}-W\operatorname{arccosh}\sqrt{B/W}}{E_{00}}. \tag{5}
$$

For the slope we need

$$
\frac{d\theta_B}{dW}=-\frac1{2W\sqrt{1-W/B}}.
$$

The derivative of the first term in the numerator of (5) is $-1/(2\sqrt{1-W/B})$. The part $-W\,d\theta_B/dW$ of the second term is its negative. They cancel, leaving

$$
-G'(W)=\frac{\operatorname{arccosh}\sqrt{B/W}}{E_{00}},
$$

$$
G''(W)=\frac1{2E_{00}W\sqrt{1-W/B}}>0. \tag{6}
$$

Transmission rises with energy, and $G$ is convex. Direct quadrature of the potential confirms the action and its slope.

## Low temperature: tunnelling at the Fermi level

A degenerate semiconductor has $\mu>0$ at zero temperature. Equation (3) then applies, with every occupied normal energy contributing.

The first thermal correction at fixed $\mu$ and fixed barrier follows from $H(E)=\int_0^E T\,dW$. Equation (2) reads $1/\rho_c=(m/2\pi^2)\int(-f')H\,dE$. Expand $H$ about $\mu$. The window $-f'$ has unit area, is even about $\mu$, and has second moment $\pi^2(kT)^2/3$, up to exponentially small terms from the band bottom. Half of this moment multiplies $H''(\mu)=T'(\mu)$:

$$
\frac1{\rho_c}\simeq\frac m{2\pi^2}\left[\int_0^\mu T\,dW+\frac{\pi^2}{6}(kT)^2T'(\mu)\right].
$$

In a real contact $\mu$ also shifts at order $(kT)^2$ and moves the barrier with it. That contribution must be added for the full temperature coefficient.

A closed estimate comes from the tangent to $G$ at the Fermi level. Let $c=-G'(\mu)$, so that $T(W)\approx e^{-G(\mu)}e^{c(W-\mu)}$, and extend the integral to $W=-\infty$. With $z=(W-\mu)/kT$ and $b=ckT$, the required integral is

$$
I=\int_{-\infty}^{\infty}\frac{e^{bz}}{1+e^z}dz,\qquad 0<b<1.
$$

Close the contour along the line $z+2\pi i$, where the integrand is multiplied by $e^{2\pi ib}$. The enclosed pole at $z=i\pi$ has residue $-e^{i\pi b}$. Therefore $(1-e^{2\pi ib})I=-2\pi i\,e^{i\pi b}$, which gives $I=\pi/\sin\pi b$ and

$$
\frac1{\rho_c}\approx\frac m{2\pi^2}e^{-G(\mu)}\frac{\pi kT}{\sin(\pi ckT)}. \tag{7}
$$

As $kT\to0$ the last factor becomes $1/c$. The condition $ckT<1$ says that transmission must grow more slowly with energy than the thermal population falls.

Equation (7) is an upper bound on the conductance of this WKB model. A convex $G$ lies above its tangent, so the tangent overestimates $T$ below the top. At the top the tangent to $G$ is no greater than zero, and it falls further above, so the estimate there is at least one. Extending the integral below the band bottom adds another positive amount.

## Thick barriers: the thermionic limit

If tunnelling is negligible and $T=1$ above $B$, equation (2) gives

$$
\frac1{\rho_c}=\frac m{2\pi^2}\int_B^\infty f\,dW
=\frac{m\,kT}{2\pi^2}\ln(1+e^{-\phi/kT}),
$$

because $B-\mu=\phi$. For $\phi\gg kT$ the logarithm reduces to $e^{-\phi/kT}$, and (4) follows. In SI units, with $m$ now a mass in kilograms,

$$
\rho_c=\frac{k}{eA^*T}e^{\phi/kT},\qquad A^*=\frac{4\pi emk^2}{h^3}.
$$

In this formula $T$ standing alone is the temperature, and $A^*$ is the Richardson constant for mass $m$.

How thick must the barrier be? Put $W=B-u$ with $u\ll B$. From $\cosh\theta_B=\sqrt{B/W}$ we get $\tanh\theta_B=\sqrt{u/B}$, so $\theta_B\approx\sqrt{u/B}$. Equation (6) gives $dG/du\approx\sqrt{u/B}/E_{00}$, and integration from $G=0$ at the top yields

$$
G\approx\frac{2u^{3/2}}{3E_{00}\sqrt B}=\left(\frac u{u_0}\right)^{3/2},\qquad
u_0=\left(\tfrac32E_{00}\sqrt B\right)^{2/3}.
$$

Thus $u_0$ is the depth below the top through which electrons still tunnel easily. Their contribution to the integral in (2) is $e^{-\phi/kT}\int du\,e^{u/kT}e^{-(u/u_0)^{3/2}}$. For $u_0\ll kT$ the factor $e^{u/kT}$ can be set to one. With $t=(u/u_0)^{3/2}$ the integral becomes $u_0\frac23\int_0^\infty t^{-1/3}e^{-t}dt=u_0\Gamma(5/3)$. Relative to the thermionic term $kT\,e^{-\phi/kT}$, the leading excess conductance is

$$
\Gamma(5/3)\,\frac{u_0}{kT}\approx0.90\,\frac{u_0}{kT}. \tag{8}
$$

In this model, with unit transmission above the top, the classical limit therefore requires $u_0\ll kT$. Since $u_0/E_{00}=(3/2)^{2/3}(B/E_{00})^{1/3}$, this is stronger than $E_{00}\ll kT$ when $B\gg E_{00}$.

## Between the limits

At intermediate doping, electrons are thermally excited part of the way and tunnel through the rest. With $f\approx e^{(\mu-W)/kT}$, the integrand of (2) peaks where $-G'(W)=1/kT$. Equation (6) turns this into $\theta_B=E_{00}/kT\equiv\eta$, so

$$
W_m=\frac B{\cosh^2\eta},\qquad B-W_m=B\tanh^2\eta.
$$

In the exponent $(\mu-W_m)/kT-G(W_m)$, the term $W_m\theta_B/E_{00}=W_m/kT$ cancels $-W_m/kT$. What remains is $\mu/kT-\sqrt{B(B-W_m)}/E_{00}=\mu/kT-B\tanh\eta/E_{00}$. For small $\eta$, $\tanh\eta\approx\eta-\eta^3/3$, and the exponent becomes $-\phi/kT+B\eta^2/(3kT)$. It returns to the thermionic value $-\phi/kT$ when $B\eta^2/(3kT)\ll1$, which for $B\gg kT$ is stronger than $\eta\ll1$. The same small parameter controls the conductance, since $(u_0/kT)^3=\frac{27}{4}\,B\eta^2/(3kT)$. But the excess conductance (8) is proportional to its cube root, so it fades much more slowly than the correction to the exponent.

The Gaussian width of the peak follows from (6):

$$
\sigma=\frac1{\sqrt{G''(W_m)}}=\frac{\sqrt{2E_{00}B\tanh\eta}}{\cosh\eta}.
$$

Multiplying the peak height by $\sqrt{2\pi}\,\sigma$ gives a useful approximation when the peak lies several widths below the top and well above both the Fermi level and the band bottom.

## A worked contact

Take round model parameters: $m=0.3$, $\varepsilon=12$, $\phi=0.02$ hartree. At 300 K, $kT=0.000950$ hartree. Energies below are in hartree and densities in inverse cubic bohr.

**Heavy doping at zero temperature.** For $N=10^{-5}$,

$$
\mu=\frac{(3\pi^2N)^{2/3}}{2m}=0.00740,\qquad B=0.0274,
$$

$$
E_{00}=\sqrt{\frac{\pi\times10^{-5}}{0.3\times12}}=0.00295.
$$

The depletion width is 72.3 bohr. Equations (5) and (6) give $G(\mu)=4.737$ and $c=430.5$ per hartree. The tangent estimate is

$$
\rho_c\approx\frac{2\pi^2}{0.3}\times430.5\times e^{4.737}=3.23\times10^6\ \text{a.u.}
$$

The full integral (3) gives $3.74\times10^6$ a.u., or $4.3\times10^{-7}\ \Omega\,\text{cm}^2$. The tangent resistivity is 13% below it. Equivalently, the tangent conductance must be reduced by 13% of its own value. The absent states below the band bottom account for $e^{-c\mu}=e^{-3.19}$, about 4%. The curvature of $G$ accounts for the other 9%.

The floor is 8890 a.u., so the barrier raises the resistivity by a factor of about 420. The mean transmission of the modes open at the Fermi level is the inverse of this, 0.0024.

**Heavy doping at 300 K.** Now $ckT=0.411$, and the thermal factor in (7), $\pi ckT/\sin(\pi ckT)$, is 1.34. The full resistivity falls to $2.80\times10^6$ a.u., or $3.2\times10^{-7}\ \Omega\,\text{cm}^2$. This is 25% below its zero-temperature value. The thermionic formula would give $11\ \Omega\,\text{cm}^2$, too large by a factor of $3.4\times10^7$.

**Four dopings at 300 K.** The Fermi level is found from neutrality in each case. The last column is the share of the conductance carried above the barrier top.

| $N$ | $E_{00}/kT$ | $u_0/kT$ | $\rho_c$ ($\Omega\,\text{cm}^2$) | share |
|---|---|---|---|---|
| $10^{-5}$ | 3.1 | 8.6 | $3.2\times10^{-7}$ | $2.9\times10^{-8}$ |
| $10^{-7}$ | 0.31 | 1.6 | 1.36 | 0.12 |
| $10^{-9}$ | 0.031 | 0.32 | 8.2 | 0.74 |
| $10^{-11}$ | 0.0031 | 0.060 | 10.5 | 0.95 |

At $N=10^{-9}$, $E_{00}$ is only 3% of $kT$, yet the conductance exceeds the thermionic value by 36%. Within this model the larger ratio $u_0/kT=0.32$ gives the proper warning. At $N=10^{-11}$ the excess is 5.7%, while (8) predicts $0.90\times0.060=5.4\%$.

At $N=10^{-7}$ the conductance is 8.1 times the thermionic value. The peak approximation uses $\eta=0.311$, $B=0.0183$ and $\mu=-0.00166$. It places the peak 0.0017 below the top, with width $\sigma=0.0017$. Its resistivity is $1.16\times10^{13}$ a.u., against $1.18\times10^{13}$ a.u. from the full integral. The peak is only one width below the top, so the stated condition is not met. This close agreement is no measure of the formula's general accuracy.

## What the metal edge changes

The WKB model has no reflection at the metal edge. To estimate the effect, let the metal be a flat potential with the same mass $m$ and normal wave number $q$. At $x=0$ the incident amplitude is $A=\frac12(\psi+\psi'/iq)$.

Below the top of a thick barrier, $\psi'\approx-\kappa\psi$, with $\kappa=\sqrt{2m(B-W)}$. Hence $|A|^2=|\psi(0)|^2(1+\kappa^2/q^2)/4$. The WKB connection to an outgoing bulk wave of flux $|C|^2/m$ gives $|\psi(0)|^2=|C|^2e^G/\kappa$. Dividing the outgoing flux by the incident flux $q|A|^2/m$,

$$
T\approx\frac{4q\kappa}{q^2+\kappa^2}e^{-G}.
$$

Place the metal band bottom 0.3 hartree below the semiconductor band edge. For heavy doping, at the zero-temperature Fermi level, the edge factor is 0.958. Direct solution of the wave equation gives 0.931 times the edge-corrected WKB transmission. For a barrier 16 times thicker, at the same $W$ and $B$, the ratio is 0.9986, as expected if the remaining error is semiclassical.

Just above the top the correction is larger than in this example. Let $p=\sqrt{2m(W-B)}$ be the wave number just inside the semiconductor. If the potential then varies slowly, $\psi'\approx ip\psi$ and $A=\frac12\psi(1+p/q)$. The flux ratio is

$$
T\approx\frac p q\,\frac{|\psi|^2}{|A|^2}=\frac{4qp}{(q+p)^2}.
$$

At $W=B+kT$ and $N=10^{-11}$, this and the wave equation both give 0.199, not one. A thick barrier therefore suppresses transmission well below its top without guaranteeing unit transmission above it. For an abrupt metal edge the exponential in (4) remains, but its prefactor must be divided by the thermal average of this transmission. Here that average is about 0.17, so with this edge the resistivities at $N=10^{-9}$ and $10^{-11}$ are about six times the tabulated values. Equation (4) with the standard Richardson constant needs an interface that reflects little. Equation (8) does not carry over to the abrupt edge either. For $u_0\ll kT$ the electrons that supply the excess lie close to the top, where $\kappa$ and $p$ are small, and they are reflected more strongly than the thermionic electrons about $kT$ above it.

## Range of validity

Equation (1) requires coherent transmission between equilibrium reservoirs. Equation (2) adds conserved transverse momentum, a single isotropic valley and dependence on $W$ alone. The numerical resistivities further rest on full depletion and on the WKB model without edge reflection. They omit the image force, scattering in the barrier, tunnelling through gap states and the discreteness of the donors. They are values for the stated model, not predictions for a particular material.

The omitted effects are not small. Let $F=|U'(0)|=2B/w$ be the field at the interface, so that $u_0=(3F/4\sqrt{2m})^{2/3}$. The image potential $-1/(4\varepsilon x)$ lowers the top by about $\sqrt{F/\varepsilon}$. This falls as $F^{1/2}$, more slowly than $u_0\propto F^{2/3}$. It is 2.4, 0.7 and 0.20 times $kT$ at $N=10^{-7}$, $10^{-9}$ and $10^{-11}$, larger than $u_0$ in each case. At $N=10^{-11}$ it alone raises the thermionic conductance by $e^{0.20}-1$, or 22%, against 5.7% from tunnelling. So $u_0\ll kT$ is not sufficient for (4) in a real contact, and (8) is not its leading correction. At that doping the barrier also drops by $kT$ only over $kT/F\approx2100$ bohr, or 110 nm. If the mean free path is shorter, diffusion rather than emission limits the current. At $N=10^{-5}$ the depletion width is only 1.6 times the donor spacing $N^{-1/3}$, so the smooth parabola is a coarse average.

Full depletion is a poor assumption for the heavily doped contact, because electrons remain wherever $U<\mu$. In the zero-temperature Thomas–Fermi approximation their density there is $N(1-U/\mu)^{3/2}$. One integration of Poisson's equation then gives $U'^2=(8\pi N/\varepsilon)(U-2\mu/5)$ for $U>\mu$, instead of $(8\pi N/\varepsilon)U$. The weaker field makes the barrier thicker, and the zero-temperature WKB resistivity of the worked contact roughly doubles.
 The numerical output follows.

## Values computed for the example and the checks

```
mass: 0.3 electron masses
relative permittivity: 12
barrier phi: 0.02 hartree
temperature: 300 K
kT: 0.00095004 hartree
resistivity atomic unit: 1.1504e-13 ohm cm^2
Heavy doping, N = 1e-5 bohr^-3, zero temperature
Fermi level: 0.0074039 hartree
barrier top: 0.027404 hartree
depletion width: 72.345 bohr
action at Fermi level: 4.7373
minus action slope c: 430.54 1/hartree
rho, full WKB integral: 3.7357e+06 a.u.
rho, full WKB integral: 4.2976e-07 ohm cm^2
rho, tangent formula: 3.233e+06 a.u.
rho floor with T=1: 8886.8 a.u.
Heavy doping, 300 K
c kT: 0.41096
rho, tangent formula: 2.4539e+06 a.u.
thermionic rho: 9.6181e+13 a.u.
thermionic rho: 11.065 ohm cm^2
300 K, donor density 1e-05 bohr^-3
  mu 0.0073008, top 0.027301 hartree
  E00 0.002954 hartree, E00/kT 3.109
  u0/kT: 8.5505
  rho: 2.8037e+06 a.u.
  rho: 3.2255e-07 ohm cm^2
  share above top: 2.915e-08
  conductance/thermionic: 3.4305e+07
300 K, donor density 1e-07 bohr^-3
  mu -0.0016647, top 0.018335 hartree
  E00 0.0002954 hartree, E00/kT 0.3109
  u0/kT: 1.6132
  rho: 1.1812e+13 a.u.
  rho: 1.3589 ohm cm^2
  share above top: 0.12281
  conductance/thermionic: 8.1426
300 K, donor density 1e-09 bohr^-3
  mu -0.0060941, top 0.013906 hartree
  E00 2.954e-05 hartree, E00/kT 0.03109
  u0/kT: 0.31696
  rho: 7.0898e+13 a.u.
  rho: 8.1563 ohm cm^2
  share above top: 0.73713
  conductance/thermionic: 1.3566
300 K, donor density 1e-11 bohr^-3
  mu -0.01047, top 0.0095302 hartree
  E00 2.954e-06 hartree, E00/kT 0.003109
  u0/kT: 0.060205
  rho: 9.1036e+13 a.u.
  rho: 10.473 ohm cm^2
  share above top: 0.9465
  conductance/thermionic: 1.0565
Wave equation, metal band bottom 0.3 hartree below edge
tunnelling edge factor: 0.95796
wave/(edge*WKB), heavy doping: 0.93124
wave/(edge*WKB), 16x thicker: 0.99857
wave T at top+kT, light doping: 0.19869
abrupt-step T at top+kT: 0.19868
```
